# Charged impurities after carrier freeze-out in compensated n-type silicon

**The argument under review.** The submission considers silicon with shallow donors and a smaller number of acceptors, and reasons in three steps. (i) An ionized donor is a donor whose electron is in the conduction band. (ii) On cooling, the band empties, so the donors become neutral. (iii) Neutral centres have no long-range field, so ionized-impurity scattering disappears and the low-temperature mobility is set by phonons and neutral donors. A remark adds that any charges left over sum to zero and so cannot matter.

Step (ii) is right about the band. The fault is in step (i), and the closing remark contains a second, separate fault.

## Comment 1: where the donor electrons are

Let $N_D$ and $N_A$ be the donor and acceptor densities, with $0<N_A<N_D$, and $n$ the density of band electrons. I assume thermal equilibrium in the dark, uniform doping, and donors too far apart to form a metallic band. Energies are counted from the conduction-band edge, so the donor level lies at $-E_d$.

Step (i) omits a third place for an electron. An acceptor level lies near the valence band, about 1 eV below the donor level. An electron that moves from a donor to an acceptor lowers the energy by about 1 eV and leaves two charged centres, $D^+$ and $A^-$. Returning it would cost that energy again, and cooling makes this less likely.

Coulomb energies do not reverse the conclusion. With $\kappa=e^2/4\pi\varepsilon=123$ meV nm in silicon, two charges 100 nm apart interact with 1.2 meV. As a test, all fillings of 20 random samples with 6 donors and 2 acceptors were enumerated, Coulomb energies included. The lowest-energy filling had 4 charged centres in every sample. With the acceptor level moved to $-20$ meV, above the donor level at $-45$ meV, it had none. The depth of the acceptor level is therefore what creates the charges.

## Comment 2: the count

With every acceptor filled and holes negligible, neutrality reads
$$N_D^+=n+N_A^-=n+N_A .$$
The scattering centres are the charged donors and the charged acceptors together:
$$N_I=N_D^++N_A^-=(n+N_A)+N_A=n+2N_A .$$
As $T\to0$, $n\to0$ and $N_I\to2N_A$. The donors that become neutral number $N_D-N_D^+=N_D-N_A-n$; freeze-out can neutralize the uncompensated donors but not the other $N_A$.

To see when the limit is reached we need $n(T)$. An empty donor has statistical weight 1. An occupied one has weight $g\,e^{(\mu+E_d)/kT}$, where $\mu$ is the Fermi level and $g=2$ counts the spin states of the ground level. Phosphorus also has bound states about 12 meV higher; leaving them out makes $n$ too large by roughly a quarter at 50 K but hardly changes it at 20 K. Hence
$$\frac{N_D^+}{N_D^0}=\frac1g\,e^{-(\mu+E_d)/kT}.$$
For a dilute band $n=N_c\,e^{\mu/kT}$. Summing Boltzmann factors over six valleys and two spins gives $N_c=12\,(m_dkT/2\pi\hbar^2)^{3/2}$, with $m_d=(m_lm_t^2)^{1/3}$. Multiplying the two relations removes $\mu$:
$$\frac{n\,N_D^+}{N_D^0}=n_1,\qquad n_1=\frac{N_c}{g}e^{-E_d/kT}.$$
Inserting $N_D^+=n+N_A$ and $N_D^0=N_D-N_A-n$,
$$\frac{n\,(n+N_A)}{N_D-N_A-n}=n_1 .$$
Two limits follow. If $n$ is small beside both $N_A$ and $N_D-N_A$, then
$$n\simeq n_1\frac{N_D-N_A}{N_A}.$$
If $N_A=0$ and $n\ll N_D$, then $n^2\simeq n_1N_D$, so $N_I=n\simeq\sqrt{n_1N_D}$, which does vanish. The submission's conclusion about the charges belongs to this second case. A trace of acceptors behaves like it as long as $N_A\ll\sqrt{n_1N_D}$; since $n_1$ falls exponentially, any fixed $N_A>0$ eventually wins.

Take $N_D=10^{15}$ cm$^{-3}$, $N_A=3\times10^{14}$ cm$^{-3}$ and $E_d=45$ meV, rough values for phosphorus-doped silicon compensated with boron. At 20 K, $kT=1.723$ meV and $N_c=4.72\times10^{17}$ cm$^{-3}$, so
$$n_1=\frac{4.72\times10^{17}}{2}\,e^{-45/1.723}\ \text{cm}^{-3}=1.08\times10^{6}\ \text{cm}^{-3},$$
and $n=1.08\times10^6\times7/3=2.5\times10^6$ cm$^{-3}$. The solution at other temperatures, in cm$^{-3}$, is

| $T$ (K) | $n$ | $N_I$ | $N_I$ if $N_A=0$ |
|---|---|---|---|
| 300 | $7.0\times10^{14}$ | $1.30\times10^{15}$ | $1.0\times10^{15}$ |
| 50 | $5.0\times10^{13}$ | $6.5\times10^{14}$ | $1.5\times10^{14}$ |
| 30 | $2.8\times10^{10}$ | $6.0\times10^{14}$ | $3.5\times10^{12}$ |
| 20 | $2.5\times10^{6}$ | $6.0\times10^{14}$ | $3.3\times10^{10}$ |

Between 300 K and 20 K the carriers fall by more than eight orders of magnitude and the charged centres by a factor of 2.2, from $N_D+N_A$ to $2N_A$. A Fermi-level calculation that includes holes, acceptor occupation and Fermi statistics agrees with these formulas within 0.1% from 300 K to 5 K. Both leave out the Coulomb energies between the charged centres, which at 20 K are comparable with $kT$ and raise $e^{\mu/kT}$ by a factor of about 1.6; taking $E_d=45.6$ meV instead of 45 lowers $n$ by about 30%. The low-temperature values of $n$ are therefore good to a factor of about 2, while $N_I$ is unaffected.

If $N_A$ approaches $N_D$, then $2N_A$ approaches $N_D+N_A$ and freeze-out neutralizes almost nothing. If $N_A>N_D$ the material is p-type; exchanging the roles of donors and acceptors gives the limit $2N_D$.

## Comment 3: zero net charge is not zero scattering

The closing remark adds charges where it should add scattering rates. Consider an electron of mass $m$ and speed $v$ passing a fixed charge $\pm e$ with impact parameter $b$. Measure the polar angle $\varphi$ from the line joining the ion to the point of closest approach. The orbit is symmetric about this line, so the momentum change points along it. Angular momentum gives $r^2\dot\varphi=vb$, hence $dt=r^2d\varphi/(vb)$, and
$$|\Delta p|=\int\frac{\kappa}{r^2}\cos\varphi\,dt=\frac{\kappa}{vb}\int_{-\varphi_m}^{\varphi_m}\cos\varphi\,d\varphi=\frac{2\kappa}{vb}\sin\varphi_m .$$
For repulsion the orbit sweeps a total angle $\pi-\theta$, where $\theta$ is the deflection; for attraction it sweeps $\pi+\theta$. Thus $\varphi_m=(\pi\mp\theta)/2$, and in both cases $\sin\varphi_m=\cos(\theta/2)$. The collision is elastic, so also $|\Delta p|=2mv\sin(\theta/2)$. Equating the two expressions, with $E=mv^2/2$,
$$\tan\frac\theta2=\frac{\kappa}{mv^2b}=\frac{b_0}{b},\qquad b_0=\frac{\kappa}{2E}.$$
For the bare Coulomb force the sign of the charge has dropped out. Once the field is screened, an attractive centre scatters somewhat more than a repulsive one (Comment 6), but both scatter. Newton's equation integrated for $b/b_0=0.5$, 1 and 3 with both signs reproduces these angles within $2\times10^{-3}$ rad.

A deflection removes the fraction $1-\cos\theta$ of the forward momentum:
$$1-\cos\theta=2\sin^2\frac\theta2=\frac{2\tan^2(\theta/2)}{1+\tan^2(\theta/2)}=\frac{2b_0^2}{b^2+b_0^2}.$$
Integrated over all $b$ this diverges logarithmically, because distant ions each deflect a little. Beyond about half the mean ion spacing another ion is often closer, so as a rough choice I cut the integral at $b_m=\tfrac12N_I^{-1/3}$:
$$\sigma=\int_0^{b_m}\frac{2b_0^2}{b^2+b_0^2}\,2\pi b\,db=2\pi b_0^2\,L,\qquad L=\ln\!\left(1+\frac{b_m^2}{b_0^2}\right).$$
If the collisions are independent, momentum decays at the rate $1/\tau=N_Iv\sigma$, with the sum $N_I=N_D^++N_A^-$ and not the difference.

## Comment 4: the mobility that follows

In a weak field $F$ along $x$ the electron feels the force $-eF$. The steady-state Boltzmann equation for the change $f_1$ of the Maxwell distribution $f_0$ is $-eF\,\partial f_0/\partial p_x=-f_1/\tau$. Since $\partial f_0/\partial p_x=-v_xf_0/kT$, we get $f_1=-eF\tau v_xf_0/kT$. The drift velocity is $-(eF/kT)\langle v_x^2\tau\rangle$, and the mobility, written $\mu_e$ to keep it apart from the Fermi level, is
$$\mu_e=\frac{e}{kT}\langle v_x^2\tau\rangle .$$
By isotropy $v_x^2$ may be replaced by $v^2/3=2E/3m$. The thermal weight in energy is $E^{1/2}e^{-E/kT}$, and integration by parts gives $\int E^{3/2}e^{-E/kT}dE=\tfrac32kT\int E^{1/2}e^{-E/kT}dE$. Therefore
$$\mu_e=\frac em\,\frac{\int_0^\infty\tau\,E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.$$
With $v=\sqrt{2E/m}$ and $\sigma=\pi\kappa^2L/2E^2$,
$$\tau=\frac{1}{N_Iv\sigma}=\frac{\sqrt{2m}\,E^{3/2}}{\pi\kappa^2N_IL}.$$
Apart from the slowly varying $L$, the numerator's integrand is $E^3e^{-E/kT}$, which peaks at $E=3kT$. Freezing $L$ there and writing $x=E/kT$ gives $\tau=\tau_3(x/3)^{3/2}$, so
$$\mu_e\simeq\frac em\,\frac{\tau_3}{3^{3/2}}\,\frac{\Gamma(4)}{\Gamma(5/2)}=0.869\,\frac{e\tau_3}{m}.$$

For the sample at 20 K, $3kT=5.17$ meV and $b_0=123.1/(2\times5.17)=11.9$ nm. The ion spacing is 118.6 nm, so $b_m=59.3$ nm and $L=\ln(1+24.8)=3.25$. Then
$$\sigma=2\pi(11.9\ \text{nm})^2\times3.25\simeq2890\ \text{nm}^2 .$$
The mean free path is $1/(N_I\sigma)=576$ nm. With the conductivity mass $m=0.258\,m_e$ the speed is $8.39\times10^4$ m/s, so $\tau_3=6.87$ ps. The hand formula gives $\mu_e=4.1\times10^4$ cm²/Vs; the full average over energy gives $4.2\times10^4$ cm²/Vs.

## Comment 5: the limit must be stated with care

The submission should not replace its claim by "the scattering rate stays constant". For $E\to0$, $b_0$ grows beyond $b_m$, $L\to b_m^2/b_0^2$ and $\sigma\to2\pi b_m^2$. The mean free path tends to
$$\ell=\frac{1}{2\pi N_Ib_m^2}=\frac{4N_I^{2/3}}{2\pi N_I}=\frac{2}{\pi N_I^{1/3}},$$
here 75 nm, while the rate $v/\ell$ vanishes with the speed. What survives in this formal limit is a finite mean free path.

The formula is then outside its range. The condition $b_0=b_m$ means $E=\kappa/2b_m=1.04$ meV, which is also the interaction energy of two ions at their mean spacing. Slower electrons move in a random potential and not from one separate collision to the next. The energy $3kT$ reaches this value near 4 K. The potential of many ions together can vary by more than one pair energy, so the formula may already fail at somewhat higher temperatures.

Band conduction may have ended by then. A crude measure of hopping between donors is the overlap factor $e^{-2R/a}=6\times10^{-37}$, for spacing $R=100$ nm and donor radius $a=2.4$ nm. At 20 K the band fraction $n/N_D=2.5\times10^{-9}$ is far larger; at 5 K it is $3\times10^{-44}$, far smaller. The comparison is very sensitive to $a$: with 1.8 nm, the decay length $\hbar/\sqrt{2mE_d}$ of a 45 meV level, the factor is about $10^{-48}$ and the order at 5 K is reversed. That length uses the conductivity mass; along the light mass $m_t=0.19\,m_e$, where the tail reaches farthest, it is 2.1 nm, the factor is about $10^{-41}$ and the order is not reversed. It therefore suggests a crossover at a few kelvin but does not locate it. The statement $N_I\to2N_A$ holds down to $T=0$; the statement about band mobility belongs to the range above this crossover.

## Comment 6: do the surviving ions matter beside the other scatterers?

The submission names phonons and neutral donors, so both must be sized at 20 K.

*Neutral donors.* An $s$-wave has scattering amplitude $(e^{2i\delta}-1)/2ik$, of modulus at most $1/k$, so its cross-section is at most $4\pi/k^2$. With $7\times10^{14}$ cm$^{-3}$ neutral donors, this cap alone would give a mobility of $2.8\times10^5$ cm²/Vs. Higher partial waves are left out.

*Acoustic phonons.* A strain $u$ shifts the band edge by $\Xi u$. Equipartition gives each Fourier component $\langle|u_q|^2\rangle=kT/(\rho s^2V)$, for mass density $\rho$, sound speed $s$ and volume $V$. The golden rule then yields
$$\frac1{\tau_{ph}}=\frac{2\pi}{\hbar}\,\frac{\Xi^2kT}{\rho s^2}\,\frac{m_d^{3/2}\sqrt{2E}}{2\pi^2\hbar^3}.$$
Rough inputs $\Xi=9$ eV, $\rho=2330$ kg/m³ and $s=9000$ m/s give $1.8\times10^5$ cm²/Vs. Equipartition is marginal here: a phonon that backscatters an electron of energy $3kT$ carries about $1.4\,kT$, and keeping Bose occupation and the energy exchange raises the value by about 12%, to $2.0\times10^5$.

*Correlated ions.* If pairing were complete, this would be the largest correction to the ion term among those sized here. The mean distance from an acceptor to its nearest donor is 55 nm, and a $D^+A^-$ pair at that distance is bound by 2.2 meV, more than $kT$. Ionized donors therefore favour sites near acceptors, and the fields of a pair partly cancel far away. Cutting the impact parameter at half the pair distance, 28 nm, raises the ion-limited mobility to $8.1\times10^4$ cm²/Vs. This estimate supposes that every acceptor has its nearest donor ionized. At 20 K only about half do, against 0.3 by chance. The shifting of bound electrons among donors then acts like screening over $\sqrt{\varepsilon kTN_D/e^2N_A(N_D-N_A)}=73$ nm, which leaves the ion-limited mobility near $4\times10^4$ cm²/Vs.

Now add the three rates at each energy and compare with a twin that has the same $N_D$ and temperature but no acceptors. The twin has $8.3\times10^4$ cm²/Vs. The compensated sample has $2.7\times10^4$, or $4.3\times10^4$ with the pair cutoff. Removing the acceptors thus raises the modelled mobility by a factor of about 2 to 3, although the twin contains more neutral donors.

Two smaller effects do not alter this. Using the density-of-states mass in the speed changes the ion-limited mobility by about 12%. Screening by band electrons acts over 665 µm and is irrelevant at 59 nm. With $kb_0=2.2$ at $3kT$, classical orbits are a fair estimate and no more. For an ion screened over 73 nm the quantum cross-section of $D^+$ exceeds that of $A^-$ by about 40%, while their mean stays within a few percent of the value in Comment 4.

## Comment 7: application to real material

The example has $N_A/N_D=0.3$; with fewer acceptors the residue $2N_A$ shrinks in proportion. The mobilities are model values; the choice of cutoff alone moves the ion term by the factor of about 2 found above if pairing is taken as complete. They also require a weak field, well below the value at which the drift velocity $\mu_eF$ would equal the sound speed: 21 V/cm for the ion-limited mobility, 33 V/cm for the total and 11 V/cm for the twin. At 5 V/cm the electrons are already heated by roughly 4% in the compensated sample and 11% in the twin.

Devices break the assumption of neutral material in equilibrium. In a fully depleted junction region all dopants are charged once the donors have emitted their electrons, which can be very slow at low temperature in a weak field. Then $N_I=N_D+N_A=1.3\times10^{15}$ cm$^{-3}$, 2.2 times the frozen-out value. Light that creates electrons and holes acts the other way: a $D^+$ that captures an electron and an $A^-$ that captures a hole both become neutral, so each such pair lowers $N_I$ by two centres, and strong illumination could bring it well below $2N_A$.

**Requested change.** Step (i) should read: an ionized donor is one whose electron is elsewhere, in the band or on an acceptor. The mobility analysis should then be redone with $N_I=n+2N_A$. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
donors ND = 1.00e+15 cm^-3, acceptors NA = 3.00e+14 cm^-3
donor depth = 45.0 meV, spin factor = 2, eps_r = 11.7
masses: ml = 0.92, mt = 0.19 m_e
conductivity mass = 0.258, valley DOS mass = 0.321 m_e
limit 2 NA = 6.00e+14 cm^-3; ND + NA = 1.30e+15 cm^-3
T (K) | n (cm^-3) | NI (cm^-3) | NI if NA=0 (cm^-3)
  300 | 7.00e+14 | 1.300e+15 | 1.00e+15
  100 | 6.56e+14 | 1.256e+15 | 9.38e+14
   50 | 5.04e+13 | 6.504e+14 | 1.52e+14
   30 | 2.79e+10 | 6.000e+14 | 3.45e+12
   20 | 2.52e+06 | 6.000e+14 | 3.29e+10
   10 | 4.08e-06 | 6.000e+14 | 4.18e+04
    5 | 3.02e-29 | 6.000e+14 | 1.14e-07
small samples, 6 donors + 2 acceptors: charged centres = 4
control, acceptor level at -20 meV: charged centres = 0
--- at T = 20 K, kT = 1.723 meV ---
band density Nc = 4.723e+17 cm^-3
n1 = 1.081e+06 cm^-3
kappa = 123.1 meV nm
energy 3kT = 5.17 meV, b0 = 11.90 nm
ion spacing = 118.6 nm, bmax = 59.3 nm
logarithm at 3kT = 3.251
cross-section at 3kT = 2893 nm^2
speed at 3kT = 8.391e+04 m/s
relaxation time at 3kT = 6.87 ps
mean free path at 3kT = 576 nm
formal zero-energy mean free path = 75.5 nm
ion-limited mobility, full average = 4.187e+04 cm2/Vs
same, from sampled diffusion = 4.189e+04 cm2/Vs
same, hand formula = 4.060e+04 cm2/Vs
--- neglected effects at the same temperature ---
neutral donors = 7.00e+14 cm^-3
mobility from neutral-donor s-wave cap = 2.81e+05 cm2/Vs
phonon inputs: 9 eV, 2330 kg/m3, 9000 m/s
mobility from acoustic phonons = 1.76e+05 cm2/Vs
mean distance to nearest donor = 55.4 nm
pair energy at that distance = 2.22 meV
ion mobility with pair cutoff 27.7 nm = 8.07e+04 cm2/Vs
ion mobility ratio, DOS mass in speed = 1.115
total mobility, compensated = 2.73e+04 cm2/Vs
total mobility, pair cutoff = 4.26e+04 cm2/Vs
total mobility, NA = 0 twin = 8.25e+04 cm2/Vs
carrier screening length = 665 um
wave number times b0 at 3kT = 2.23
random potential, kappa/spacing = 1.04 meV
donor Bohr radius = 2.40 nm, donor spacing = 100 nm
donor overlap factor exp(-2R/a) = 5.7e-37
occupied band fraction n/ND = 2.5e-09
field where drift reaches sound speed = 21 V/cm
```
